# Quantum defect of a weak short-range potential and its energy slope

## A tiny well at the centre of hydrogen

Put an electron in an s state of hydrogen and add a square well, $V=-D$ for $r<a$, with $a$ much smaller than one bohr. Atomic units are used, and energies are measured from the ionisation threshold. The radial function $u=rR$ has $\int u^2dr=1$.

Near the origin the 1s function is $2re^{-r}\approx2r$. The 2s function is $2^{-1/2}r(1-r/2)e^{-r/2}\approx 2r/2^{3/2}$. Both fit $u_{n0}\approx 2r/n^{3/2}$, which is proved for all $n$ below. First-order perturbation theory then gives

$$\Delta E_n=-D\int_0^a\frac{4r^2}{n^3}\,dr=-\frac{4Da^3}{3n^3}.$$

The quantum defect $\mu$ is defined by $E=-1/(2\nu^2)$ with $\nu=n-\mu$. For small $\mu$,

$$E=-\frac{1}{2n^2}\Big(1-\frac{\mu}{n}\Big)^{-2}\approx-\frac1{2n^2}-\frac{\mu}{n^3}.$$

Comparison gives $\mu=4Da^3/3$, the same for every $n$. An attractive well has a positive defect. For a general weak $V$ and any $l$ the same comparison gives

$$\mu=-\int V\,\big(n^3u_{nl}^2\big)\,dr .\tag{1}$$

Three questions remain. What is $n^3u_{nl}^2$ as a function of energy? Does first order survive at large $n$, where the level spacing itself shrinks as $1/n^3$? How does $\mu$ vary with energy?

From here on, $V$ vanishes beyond a finite radius $R$, and near the origin it is less singular than $1/r^2$ by some power of $r$. It is otherwise arbitrary.

## The function whose square is needed

Without $V$ the radial equation is

$$u''+\Big[\frac2r-\frac{l(l+1)}{r^2}+2E\Big]u=0 .$$

Insert $u=\sum_k a_kr^{l+1+k}$. The second derivative and the centrifugal term combine into $(l+1+k)(l+k)-l(l+1)=k(k+2l+1)$, so

$$k(k+2l+1)\,a_k=-2a_{k-1}-2E\,a_{k-2}.\tag{2}$$

Let $\varphi_l(E,r)$ be the solution with $a_0=2^{l+1}/(2l+1)!$. Its starting coefficient does not depend on energy, so each later coefficient is a polynomial in $E$.

At $E=0$ the recurrence gives $a_k=2^{l+1}(-2)^k/[k!\,(k+2l+1)!]$. This is a Bessel series:

$$\varphi_l(0,r)=\sum_k\frac{(-1)^k(2r)^{l+1+k}}{k!\,(k+2l+1)!}=\sqrt{2r}\,J_{2l+1}(z),\qquad z=\sqrt{8r}.$$

**Bound states.** A hydrogen function is proportional to $r^{l+1}e^{-r/n}L_p^{\alpha}(2r/n)$, with $p=n-l-1$ and $\alpha=2l+1$. The standard Laguerre integral is

$$\int_0^\infty x^{\alpha+1}e^{-x}(L_p^\alpha)^2dx=(2p+\alpha+1)\frac{(p+\alpha)!}{p!}=2n\frac{(n+l)!}{(n-l-1)!}.$$

With $x=2r/n$, the norm integral is this value times $(n/2)^{2l+3}$. Also $L_p^\alpha(0)=(n+l)!/[(n-l-1)!(2l+1)!]$. The coefficient of $r^{2l+2}$ in $n^3u_{nl}^2$ is therefore

$$\frac{n^3L_p^\alpha(0)^2}{(n/2)^{2l+3}\,2n\,(n+l)!/(n-l-1)!}
=\frac{2^{2l+2}}{(2l+1)!^2}\,\frac{(n+l)!}{(n-l-1)!\,n^{2l+1}} .$$

The factorial ratio is $\prod_{j=-l}^{l}(n+j)=n\prod_{j=1}^l(n^2-j^2)$. Since $-1/n^2=2E$,

$$n^3u_{nl}^2=A_l(E)\,\varphi_l(E,r)^2\equiv f_l^2,\qquad A_l(E)=\prod_{j=1}^{l}(1+2Ej^2).\tag{3}$$

For $l=0$ the product is empty, $A_0=1$, and $n^3u_{n0}^2\to4r^2$, as used above. The factor $n^3$ is the number of levels per unit energy, because $dE/dn=1/n^3$. Equation (3) also defines $f_l^2$ between the levels.

**Continuum states.** Let $E=k^2/2$. A wave $C\sin(kr+\dots)$ has overlap $C^2(\pi/2)\delta(k-k')=C^2(\pi k/2)\delta(E-E')$, so normalisation per unit energy requires $C^2=2/(\pi k)$. The Coulomb wave of unit amplitude starts as $C_l(kr)^{l+1}$, with

$$C_l^2=\frac{2^{2l}}{(2l+1)!^2}\,\frac{2\pi/k}{1-e^{-2\pi/k}}\prod_{j=1}^l\Big(j^2+\frac1{k^2}\Big).$$

Multiplying by $(2/\pi k)\,k^{2l+2}$ and moving $k^{2l}$ into the product gives

$$f_{\rm cont}^2=\frac{A_l(E)\,\varphi_l(E,r)^2}{1-e^{-2\pi/k}} .\tag{4}$$

The phrase "energy-normalised function" thus needs care. At the levels it means $n^{3/2}u_{nl}$. Above threshold the true normalisation has an extra factor, but $e^{-2\pi/k}$ and all its energy derivatives vanish as $k\to0$. The value and slope at threshold are the same from either side.

## From one level to the whole series

To check that (1) does not fail at large $n$, an exact condition is useful. Let $u$ be the bound solution with $V$ present. Multiply its equation by $\varphi_l$, the equation for $\varphi_l$ by $u$, and subtract:

$$(\varphi_lu'-\varphi_l'u)\big|_{r=R}=2\int_0^R\varphi_lVu\,dr .\tag{5}$$

The contribution at the origin vanishes because both functions are regular.

Outside $V$, $u$ is proportional to the decaying Whittaker function. Choose the scale

$$\theta=\frac{\nu^{l+1}}{\Gamma(\nu+l+1)}\,W_{\nu,l+1/2}(x),\qquad x=\frac{2r}\nu .$$

In the same variable, $\varphi_l=\nu^{l+1}M_{\nu,l+1/2}(x)/(2l+1)!$. At small $x$, $M\approx x^{l+1}$ and $W\approx (2l)!\,x^{-l}/\Gamma(l+1-\nu)$. Hence $MW'-M'W=-(2l+1)!/\Gamma(l+1-\nu)$, which is constant in $x$. With $d/dr=(2/\nu)d/dx$,

$$\varphi_l\theta'-\varphi_l'\theta=-\frac{2\nu^{2l+1}}{\Gamma(\nu+l+1)\Gamma(l+1-\nu)}
=-\frac2\pi\,\frac{\sin\pi(\nu-l)}{A_l}.\tag{6}$$

The last step uses $\Gamma(\nu-l)\Gamma(l+1-\nu)=\pi/\sin\pi(\nu-l)$ and $\Gamma(\nu+l+1)/\Gamma(\nu-l)=\nu^{2l+1}A_l$.

Set $u=(-1)^{n-l-1}\theta$ outside $V$. With $\nu=n-\mu$ the sine in (6) is $(-1)^{n-l-1}\sin\pi\mu$, and the signs cancel. Equation (5) becomes

$$\sin\pi\mu=-\pi A_l\int\varphi_lVu\,dr .\tag{7}$$

No weakness has been assumed. This relation was tested for a well of depth 0.5 hartree, with $n=6$ and $l=0,1,2$.

Now let $V\to0$, so that $\nu\to n$. Then $M$ is $x^{l+1}e^{-x/2}$ times a polynomial with highest coefficient $(-1)^{n-l-1}(2l+1)!/(n+l)!$, while that of $W$ is 1. This gives $(-1)^{n-l-1}\theta=\varphi_l$. Replacing $u$ by $\varphi_l$ in (7), and $\sin\pi\mu$ by $\pi\mu$, yields

$$\boxed{\;\mu_l(E)=-\int V(r)\,f_l(E,r)^2\,dr,\qquad f_l^2=A_l\varphi_l^2\;}\tag{8}$$

to first order in $V$. The square $f_l^2$ is per energy and per length, so $\mu$ has no unit.

**The limit of large $n$.** The replacement must remain good as the levels crowd together. For non-integer $m$ near $2l+1$,

$$W_{\nu,m/2}=\frac{\Gamma(-m)}{\Gamma(\frac{1-m}2-\nu)}M_{\nu,m/2}+\frac{\Gamma(m)}{\Gamma(\frac{1+m}2-\nu)}M_{\nu,-m/2}.$$

At fixed $r$ and large $\nu$, $M_{\nu,\pm m/2}\to\nu^{-(1\pm m)/2}\,\Gamma(1\pm m)\sqrt{2r}\,J_{\pm m}(z)$. The reflection formula, with $\Gamma(\nu+\frac{1\pm m}2)\approx\Gamma(\nu)\,\nu^{(1\pm m)/2}$, gives

$$W\to\frac{\Gamma(\nu)\sqrt{2r}}{\sin\pi m}\Big[\cos\pi\big(\nu-\tfrac m2\big)J_{-m}-\cos\pi\big(\nu+\tfrac m2\big)J_m\Big].$$

Insert $J_{-m}=\cos(\pi m)J_m-\sin(\pi m)Y_m$. The bracket divided by $\sin\pi m$ becomes $\sin\pi(\nu-\frac m2)J_m-\cos\pi(\nu-\frac m2)Y_m$. Now $m$ can go to $2l+1$. Since the scale of $\theta$ tends to $1/\Gamma(\nu)$,

$$(-1)^{n-l-1}\theta\to\sqrt{2r}\,\big[\cos\pi\mu\,J_{2l+1}(z)-\sin\pi\mu\,Y_{2l+1}(z)\big].$$

The irregular part is of size $\mu$, with no growing factor of $n$. Inside $V$, the regular solution with a fixed starting coefficient differs from $\varphi_l$ by a term of order $V$, and this too stays bounded as $E\to0$. Matching at $R$ fixes its overall scale to $1+O(V)$. The relative error of (8) therefore stays of order $V$ along the series, provided the integral in (8) is not itself small through cancellation between attractive and repulsive parts of $V$.

**The other side of threshold.** Take energy-normalised waves $f$ and $g$ with asymptotic forms $\sqrt{2/\pi k}$ times sine and cosine of the Coulomb phase. Outside $V$, $u=f\cos\delta+g\sin\delta$, and $fg'-f'g=-2/\pi$. The argument behind (5) gives $\sin\delta=-\pi\int fVu\,dr$. For weak $V$,

$$\frac\delta\pi=-\int Vf_{\rm cont}^2\,dr=\frac{\mu_l(E)}{1-e^{-2\pi/k}} .$$

The phase shift in units of $\pi$ joins smoothly to the defect at threshold. The exponential factor was tested at $k=2$, where it matters, for $l=0$ and 1.

## The slope: first a very short range

The energy enters $f_l^2$ in two ways. The normalisation factor contributes

$$S_l\equiv A_l'(0)=2\sum_{j=1}^lj^2=\frac{l(l+1)(2l+1)}3 .$$

The shape of the wave contributes through (2). Its first energy-dependent coefficient is $a_2$, with $2(2l+3)a_2=-2a_1-2Ea_0$, so $\partial a_2/\partial E=-a_0/(2l+3)$. Hence $\partial\ln\varphi_l/\partial E\approx-r^2/(2l+3)$ at small $r$, and

$$\frac1{\mu_l}\frac{d\mu_l}{dE}\approx S_l-\frac{2\langle r^2\rangle}{2l+3},\qquad \langle r^2\rangle=\frac{\int Vr^{2l+4}dr}{\int Vr^{2l+2}dr}.\tag{9}$$

For a well of one sign shrinking to the origin, the ratio tends to 2, 10 and 28 per hartree for $l=1,2,3$. It does not depend on the depth or shape of the well. Higher energy raises the energy-normalised density close to the nucleus when $l\ge1$. For $l=0$ this term is absent, and what remains is small and negative.

For a square well $\langle r^2\rangle=(2l+3)a^2/(2l+5)$, and (9) becomes $S_l-2a^2/(2l+5)$.

## The slope for any finite range

Write $\varphi_l=\sqrt{2r}\,w(z)=\tfrac12zw$. Since $r=z^2/8$, $d/dr=(4/z)\,d/dz$, and

$$\frac{d^2\varphi_l}{dr^2}=\frac8z\frac{d}{dz}\Big(\frac wz+w'\Big)=\frac8z\Big(w''+\frac{w'}z-\frac w{z^2}\Big).$$

The remaining terms are $[16/z^2-64l(l+1)/z^4+2E]\,zw/2$. Multiply the equation by $z/8$ and use $1+4l(l+1)=(2l+1)^2\equiv m^2$:

$$w''+\frac{w'}z+\Big[1-\frac{m^2}{z^2}+\frac{Ez^2}8\Big]w=0 .$$

Expand $w=J_m+E\,w_l+\dots$. With $\vartheta=z\,d/dz$ and $\mathcal D=\vartheta^2+z^2-m^2$, the terms of first order in $E$ give

$$\mathcal D\,w_l=-\tfrac18z^4J_m .\tag{10}$$

To solve this, apply $\mathcal D$ to $z^pJ_q$ with $q=m+p$. Bessel's equation is $\vartheta^2J_q=(q^2-z^2)J_q$, and $\vartheta J_q=zJ_{q-1}-qJ_q$. Therefore

$$\mathcal D(z^pJ_q)=z^p\big[(p^2+q^2-m^2-2pq)J_q+2pz\,J_{q-1}\big]=2p\,z^{p+1}J_{m+p-1},$$

because $p^2+q^2-2pq=(q-p)^2=m^2$. The Bessel recurrence $J_m=2(m+1)J_{m+1}/z-J_{m+2}$ turns the source into two such terms:

$$z^4J_m=2(m+1)z^3J_{m+1}-z^4J_{m+2}=\mathcal D\Big[\frac{m+1}2z^2J_{m+2}-\frac16z^3J_{m+3}\Big].$$

Multiplying by $-1/8$ and restoring $z^2=8r$, $m=2l+1$ gives

$$w_l=-(l+1)\,r\,J_{2l+3}(z)+\frac{\sqrt2}3\,r^{3/2}J_{2l+4}(z).$$

No multiple of $J_m$ may be added, since the starting coefficient of $\varphi_l$ is independent of energy. Differentiating (8) at threshold, with $J_q=J_q(\sqrt{8r})$,

$$\boxed{\;\frac{d\mu_l}{dE}\Big|_0=-\int V\,2r\big[S_lJ_{2l+1}^2+2J_{2l+1}w_l\big]dr\;}\tag{11}$$

At small $r$, $J_{2l+3}/J_{2l+1}\to2r/[(2l+3)(2l+2)]$. Thus $w_l/J_{2l+1}\to-r^2/(2l+3)$, and (9) is recovered. The integrand of (11) was also tested against energy differences of true continuum waves for $l=0$ to 3.

**When the sign changes.** The two terms in (11) compete once the well is wide. For $l=1,2,3$ the first-order slope (11) of a weak attractive square well starts positive and first changes sign at radii 2.47, 6.03 and 10.83 bohr. Setting the short-range estimate to zero, $a^2=S_l(2l+5)/2$, gives 2.65, 6.71 and 12.41 bohr. These exceed the radii from (11) by 7%, 11% and 15% of the latter. The estimate keeps only the leading powers of $r$, so close agreement is not expected at radii of several bohr.

## A well with numbers

Take $D=0.05$ hartree and $a=1$ bohr. This is a model potential. Inside it the solution is $\varphi_l(E+D,r)$, so matching to $\theta$ at $r=a$ gives the defect without perturbation theory. Such values are called matched below; the matched slope is a chord between $n=60$ and $n=120$. The chord lies slightly below threshold, which matters in the last digit for $l=2$ and 3: extrapolated to $E=0$, the matched slopes are $1.724\times10^{-4}$ and $9.91\times10^{-7}$ per hartree.

For $l=0$, $\int_0^af^2dr=0.26007$ per hartree at threshold, and $\mu_0(0)=0.05\times0.26007=0.01300$. The opening formula would give $4\times0.05/3=0.067$, five times too much: one bohr is not a tiny radius for an s wave.

| $l$ | $\mu$ at $n=20$, from (8) | matched | slope from (11), per hartree | matched |
|---|---|---|---|---|
| 0 | 0.01301 | 0.01287 | −0.00562 | −0.00562 |
| 1 | 0.001876 | 0.001907 | 0.00319 | 0.00324 |
| 2 | 1.733e-5 | 1.743e-5 | 1.714e-4 | 1.723e-4 |
| 3 | 3.431e-8 | 3.441e-8 | 9.88e-7 | 9.90e-7 |

The first-order defect is 1.1% above the matched one for $l=0$, but 1.7% below it for $l=1$. An attractive well therefore does not fix the sign of the first-order error.

The ratios of slope to defect at threshold are −0.432, 1.698, 9.770 and 27.814 per hartree. The estimate $S_l-2a^2/(2l+5)$ gives −0.400, 1.714, 9.778 and 27.818. It is already close at one bohr, and closest in relative terms for large $l$.

For the 10p level, $E=-0.005$ hartree. The threshold value and slope give

$$\mu=0.0018796+0.0031907\times(-0.005)=0.0018636,$$

which agrees to these digits with (8) evaluated at that energy. The first-order shift is $-\mu/10^3=-1.864\times10^{-6}$ hartree, or $-0.409\ \mathrm{cm^{-1}}$. Matching gives $-1.896\times10^{-6}$ hartree, or $-0.416\ \mathrm{cm^{-1}}$.

Along the s series, the first-order defect exceeds the matched one by 1.08% at $n=5$ and by 1.09% at $n=10$, 40 and 120. The error settles to a constant, as the large-$n$ limit requires. With a well ten times deeper, the s defect at $n=20$ is 0.1301 from (8) and 0.1134 from matching. The error is now 15% of the matched value, so first order no longer suffices. Equation (7) still holds, but it needs the true $u$, which here comes from matching. The numerical output below lists the values to more digits.

## Table of computed values

```
well depth = 0.05 hartree, radius = 1.0 bohr
l=0: integral of f^2 at E=0 = 2.600684e-01 per hartree
  first-order defect at E=0 = 1.300342e-02
  first-order defect at n=20 = 1.301044e-02
  exact defect at n=20 = 1.286988e-02
  first-order slope at E=0 = -5.616843e-03 per hartree
  exact slope, n=60 to 120 = -5.619798e-03 per hartree
  slope/defect = -0.43195, short-range limit = 0 per hartree
l=1: integral of f^2 at E=0 = 3.759164e-02 per hartree
  first-order defect at E=0 = 1.879582e-03
  first-order defect at n=20 = 1.875592e-03
  exact defect at n=20 = 1.907347e-03
  first-order slope at E=0 = 3.190704e-03 per hartree
  exact slope, n=60 to 120 = 3.241361e-03 per hartree
  slope/defect = 1.69756, short-range limit = 2 per hartree
l=2: integral of f^2 at E=0 = 3.507906e-04 per hartree
  first-order defect at E=0 = 1.753953e-05
  first-order defect at n=20 = 1.732571e-05
  exact defect at n=20 = 1.742532e-05
  first-order slope at E=0 = 1.713620e-04 per hartree
  exact slope, n=60 to 120 = 1.723356e-04 per hartree
  slope/defect = 9.77004, short-range limit = 10 per hartree
l=3: integral of f^2 at E=0 = 7.106150e-07 per hartree
  first-order defect at E=0 = 3.553075e-08
  first-order defect at n=20 = 3.430601e-08
  exact defect at n=20 = 3.440705e-08
  first-order slope at E=0 = 9.882527e-07 per hartree
  exact slope, n=60 to 120 = 9.899965e-07 per hartree
  slope/defect = 27.81401, short-range limit = 28 per hartree
l=0, n=5: first-order relative error = 1.078 %
l=0, n=10: first-order relative error = 1.090 %
l=0, n=40: first-order relative error = 1.093 %
l=0, n=120: first-order relative error = 1.093 %
l=1: slope changes sign at radius 2.4708 bohr
l=2: slope changes sign at radius 6.0273 bohr
l=3: slope changes sign at radius 10.8253 bohr
10p unperturbed energy = -0.005000 hartree
10p defect, first order = 1.863602e-03
10p defect, threshold value plus slope = 1.863629e-03
10p defect, exact = 1.895162e-03
10p shift, first order = -1.86360e-06 hartree = -0.40901 cm^-1
10p shift, exact = -1.89570e-06 hartree = -0.41606 cm^-1
depth 0.5 hartree, l=0, n=20: exact defect = 0.113412, first order = 0.130104
  relative error = 14.72 %
```
